# Atomic States and Reductive Elimination from Palladium and Platinum Dialkyls

## Definitions and conventions

Reductive elimination from a metal dimethyl joins the two methyl groups and lowers the formal oxidation state of the metal from II to 0:

$$
\mathrm{M(CH_3)_2\rightarrow M+C_2H_6},\qquad \mathrm{M=Pd,\ Pt}.
$$

Its electronic reaction energy, with the metal product in the closed-shell $d^{10}$ singlet, is

$$
\Delta E(\mathrm M)=E(d^{10})+E(\mathrm{C_2H_6})-E[\mathrm{M(CH_3)_2}].
$$

A lower $\Delta E$ means a more favourable reaction. This is a statement about driving force; the activation barrier is a separate quantity and is not derived here.

The atomic promotion energy is

$$
P(\mathrm M)=E(d^9s^1)-E(d^{10}),
$$

where $d^9s^1$ is the triplet computed without spin-orbit coupling. This equals the average of its spin-orbit levels if their mixing with the singlet is neglected. A positive $P$ means that $d^{10}$ is the lower state.

The numerical example uses the PBE0 density functional, scalar-relativistic effective core potentials, the def2-TZVP basis on the metal and 6-31G* on the ligands. Geometries are idealized and held the same for both metals: M–C is 2.03 Å and the C–M–C angle is 90°. Energies are in eV and omit zero-point vibration. Three decimals are kept so that the sums can be followed; they do not express the accuracy of the model. In particular, the ligand basis is small, and convergence of the reaction energies with its size has not been established.

## Why the atomic states enter

Two covalent M–C bonds need two singly occupied metal orbitals. The closed-shell $d^{10}$ atom has none; $d^9s^1$ has one $d$ and one $s$ orbital. With $d_{x^2-y^2}$ as the singly occupied $d$ orbital, these combine into

$$
h_\pm=\frac{1}{\sqrt2}\left(s\pm d_{x^2-y^2}\right).
$$

The $d$ orbital has opposite signs along $x$ and $y$. One hybrid is therefore enhanced along $x$ and the other along $y$, which suits two methyl groups at 90°. Elimination removes both bonds and lets the metal return to a $d^{10}$-like state. A metal that prefers $d^{10}$ gains energy in that return; a metal that prefers $d^9s^1$ pays for it.

To put this into an energy balance, define the intrinsic sum of the two M–C bond energies, measured from the bonding atomic state,

$$
B(\mathrm M)=E(d^9s^1)+2E(\mathrm{CH_3})-E[\mathrm{M(CH_3)_2}],
$$

and the C–C bond energy,

$$
D=2E(\mathrm{CH_3})-E(\mathrm{C_2H_6}).
$$

Solving these definitions for the energies of the dialkyl and of ethane gives

$$
E[\mathrm{M(CH_3)_2}]=E(d^9s^1)+2E(\mathrm{CH_3})-B,
$$

$$
E(\mathrm{C_2H_6})=2E(\mathrm{CH_3})-D.
$$

Substitution into $\Delta E$ yields

$$
\begin{aligned}
\Delta E
&=E(d^{10})+2E(\mathrm{CH_3})-D\\
&\quad-E(d^9s^1)-2E(\mathrm{CH_3})+B\\
&=B-P-D.
\end{aligned}
$$

The methyl energies cancel, and $E(d^{10})-E(d^9s^1)=-P$. Subtracting the palladium result from the platinum result also removes $D$:

$$
\begin{aligned}
\Delta E(\mathrm{Pt})-\Delta E(\mathrm{Pd})
&=[P(\mathrm{Pd})-P(\mathrm{Pt})]\\
&\quad+[B(\mathrm{Pt})-B(\mathrm{Pd})].
\end{aligned}
$$

This is an identity. The physical claim is that the first bracket is the larger one, and that has to be found by calculation.

## How large the effect is

The promotion energies are $P(\mathrm{Pd})=0.776$ eV and $P(\mathrm{Pt})=-0.433$ eV. Palladium prefers $d^{10}$ and platinum prefers $d^9s^1$. These values are not converged to the digits shown. Another choice of the empty $d$ orbital, or allowing $s$–$d$ mixing in the triplet, lowers them by 0.01 to 0.02 eV. With the def2-QZVP basis and mixing allowed they become 0.815 and −0.457 eV, a difference of 1.27 eV instead of 1.21 eV. The bond sums are $B(\mathrm{Pd})=5.134$ eV and $B(\mathrm{Pt})=6.015$ eV, and $D=4.331$ eV. Hence

$$
\begin{aligned}
\Delta E(\mathrm{Pd})&=5.134-0.776-4.331\simeq0.03\ \mathrm{eV},\\
\Delta E(\mathrm{Pt})&=6.015+0.433-4.331\simeq2.12\ \mathrm{eV}.
\end{aligned}
$$

The difference is 2.09 eV, or 202 kJ/mol. Promotion supplies 1.21 eV (117 kJ/mol), which is 58% of it. Stronger Pt–C bonding supplies the remaining 0.88 eV. For these bare molecules, at the chosen geometry and level of theory, the promotion term is thus the larger of the two, but not the sole one.

Mulliken populations are consistent with this choice of atomic states. The metal $d$ population of the dialkyl is 9.09 for Pd and 8.88 for Pt; in the product M(PH₃) it is 9.61 and 9.39. The valence $s$ populations in the dialkyls are 0.62 and 0.92. These numbers depend on how shared charge is divided between atoms and on the basis: with def2-TZVP on the ligands, the Pd dialkyl has 9.03 $d$ and 0.58 $s$ electrons. The value for Pt(PH₃) lies nearer 9 than 10, so that product is far from a pure $d^{10}$ atom. The rise in $d$ population fits a shift from $d^9s^1$-like towards $d^{10}$-like character, but it does not establish atomic configurations.

A second limit is a free metal atom that can relax after elimination. Palladium stays in $d^{10}$. Platinum drops to $d^9s^1$, and its reaction energy becomes $2.117-0.433=1.684$ eV. The difference between the metals is then

$$
P(\mathrm{Pd})+B(\mathrm{Pt})-B(\mathrm{Pd})\simeq0.78+0.88=1.66\ \mathrm{eV}.
$$

Here the bond term is slightly the larger. The promotion argument in its full form therefore belongs to products held in a closed-shell singlet. The ligated product below is assumed to be one; its triplet state was not calculated.

## What a phosphine changes

Now let one PH₃ remain on the metal:

$$
\mathrm{M(CH_3)_2(PH_3)\rightarrow M(PH_3)+C_2H_6}.
$$

Let $b_{\mathrm{II}}$ be the energy released when PH₃ binds to the dialkyl, and $b_0$ the energy released when it binds to the $d^{10}$ atom. Binding lowers the reactant by $b_{\mathrm{II}}$ and the product by $b_0$. The free PH₃ energy occurs on both sides and cancels, so

$$
\Delta E_L=\Delta E+b_{\mathrm{II}}-b_0.
$$

In the reactant, PH₃ lies opposite one methyl group. The M–P distance is fixed at 2.35 Å in the reactant and 2.20 Å in the product for both metals. The results are

$$
\begin{aligned}
\Delta E_L(\mathrm{Pd})&=0.028+0.957-1.823=-0.838\ \mathrm{eV},\\
\Delta E_L(\mathrm{Pt})&=2.117+1.296-3.178=0.235\ \mathrm{eV}.
\end{aligned}
$$

Palladium remains favoured, by 1.07 eV or 104 kJ/mol. Phosphine lowers the reaction energy for both metals because $b_0>b_{\mathrm{II}}$. It does so more for platinum, and thus roughly halves the bare difference.

The ligated difference lies close to the promotion difference of 1.21 eV. The other terms explain why:

$$
0.88+(1.296-0.957)-(3.178-1.823)\simeq-0.14\ \mathrm{eV}.
$$

Stronger bonding in the platinum reactant is nearly offset by stronger phosphine binding in its product. The good atomic estimate thus rests on a cancellation between terms that are individually large, and another ligand may upset it. The calculation does not separate the causes of the large $b_0$ of platinum.

## Why the two metals differ

Relativity can be removed from an atomic calculation while the electron count and the density functional are kept. An all-electron radial calculation in the local-density approximation (LDA) was made with the Dirac equation and with its Schrödinger limit.

Let $x$ electrons be moved from $d$ to $s$. Janak's theorem gives $dE/dx=\varepsilon_s-\varepsilon_d$, where $\varepsilon_s$ and $\varepsilon_d$ are orbital energies. Integration from $d^{10}$ to $d^9s^1$, with the midpoint rule, gives

$$
P=\int_0^1(\varepsilon_s-\varepsilon_d)\,dx
\simeq(\varepsilon_s-\varepsilon_d)_{x=1/2}.
$$

With spin-orbit splitting, $\varepsilon_d$ is the average weighted by 4 states of $d_{3/2}$ and 6 of $d_{5/2}$. For nonrelativistic palladium the midpoint value is 2.119 eV, against 2.138 eV from a difference of total energies.

Relativity lowers $P$ from 2.119 to 1.433 eV in Pd, and from 2.293 to −0.023 eV in Pt. The shifts are 0.69 and 2.32 eV. The midpoint rule was compared with total energies only for nonrelativistic Pd, and its error there, 0.02 eV, is as large as the relativistic Pt value; that value shows near-degeneracy, not a definite sign. Without relativity both atoms prefer $d^{10}$, and platinum does so slightly more. Within this model, relativity therefore creates the contrast between the metals.

These LDA atoms are not spin-polarized, so their individual $P$ values should not replace the triplet PBE0 values. Their Pd–Pt difference is 1.46 eV, which is 0.25 eV above the PBE0 difference. This indicates how far the contrast depends on the electronic-structure method; it is not an error bound.

## Which atomic energy to use

Spin-orbit coupling splits the $d^9s^1$ triplet. For one $d$ electron,

$$
\langle\mathbf l\cdot\mathbf s\rangle=\tfrac12\left[j(j+1)-6-\tfrac34\right],
$$

which is $1$ for $j=5/2$ and $-3/2$ for $j=3/2$. The orbital splitting is therefore $5\zeta/2$, where $\zeta$ is the spin-orbit constant. A hole reverses the sign, so a $d_{5/2}$ hole lies $\zeta$ below the average. The triplet level with $J=3$ needs a $d_{5/2}$ hole, because $3/2+1/2$ cannot reach 3. It thus lies $\zeta$ below the triplet average taken without singlet mixing: 0.18 eV for Pd and 0.52 eV for Pt. Mixing lowers the $J=2$ level, so the average of the actual levels lies closer to $J=3$, most visibly in Pt.

Using this lowest level would reduce both $P$ and $B$ by $\zeta$. Their difference, and hence $\Delta E$, would not change, but the division into promotion and bonding would: the promotion share of the bare difference would rise from 58% to 74%. The averaged energy is the more suitable reference because a closed-shell dialkyl has no first-order spin-orbit lowering. A rough second-order scale, $\zeta^2$ divided by the orbital gap of the dialkyl, is 0.01 eV for Pd and 0.06 eV for Pt, small beside the 1 eV contrast. It leaves out angular factors and the sum over orbitals, so it gives an order of magnitude only. A free platinum product would gain the first-order lowering, which brings its reaction energy to about $1.68-0.52\simeq1.2$ eV.

## Use with real precursors

The example uses idealized geometries, and PH₃ is a small stand-in for bulkier phosphines. To gauge the effect of temperature, take 350 K as an example. At 350 K and 1 atm, the translational entropy of an ideal gas contributes $T\Delta S\simeq0.55$ eV for either metal. The extra molecule also carries a translational enthalpy of $\tfrac52 kT\simeq0.08$ eV, so the translational free-energy change is about −0.48 eV. Adding it to $\Delta E_L$ gives about −1.31 eV for Pd and −0.24 eV for Pt. On this partial estimate platinum elimination is also downhill, though much less so. A platinum dialkyl that survives under such conditions would then owe its survival to a barrier. Rotation, vibration, solvent and geometry relaxation could change this conclusion for platinum, whose margin is small.

Real deposition breaks the assumption of an isolated product: the metal atom binds to a surface or to further ligands. The phosphine results show the scale of such effects. One PH₃ lowers the reaction energy by 0.87 eV for Pd and by 1.88 eV for Pt. Surface binding was not calculated and may be of similar importance.

For precursor selection, these results suggest the following:

- **For storage,** note that palladium has the larger driving force for loss of alkane in both models studied here, the bare dimethyl and the one with a single PH₃. Other ligand sets need their own calculation. Establish its lifetime from a barrier or a decomposition measurement, since $\Delta E$ does not give a rate.
- **For tuning the driving force,** compare $b_0$ with $b_{\mathrm{II}}$. A ligand that binds M(0) more strongly promotes elimination; one that favours M(II) opposes it.
- **For replacing Pd by Pt,** do not rely on the 1.2 eV promotion difference alone. It lies close to the result for one PH₃ (1.07 eV) but far from that for the bare molecules (2.09 eV). Compute the actual ligated reactant and product with relaxed geometries, because the bonding terms need not cancel.

The values behind these comparisons are listed in the numerical output.

## Calculated quantities

```
Hydrogenlike Dirac 1s, relative error, 34 functions: 7.2e-07
Hydrogenlike Dirac 1s, relative error, 24 functions: 2.0e-04
Hydrogenlike Schroedinger 1s, relative error: 1.6e-06
Pd: Dirac-LDA P, relativistic, nonrelativistic: 1.433, 2.119 eV
Pd: spin-orbit zeta, shift of lowest triplet level: 0.183, -0.183 eV
Pt: Dirac-LDA P, relativistic, nonrelativistic: -0.023, 2.293 eV
Pt: spin-orbit zeta, shift of lowest triplet level: 0.519, -0.519 eV
Pd: nonrelativistic LDA P from total energies: 2.138 eV
Common geometry: M-C, M-P(II), M-P(0) = 2.03, 2.35, 2.2 angstrom
C-C bond energy D, fixed fragments: 4.331 eV
Pd: promotion P, PBE0: 0.776 eV
Pd: intrinsic sum of two M-C bonds B: 5.134 eV
Pd: bare elimination to d10: 0.028 eV
Pd: bare elimination to lower atom state: 0.028 eV
Pd: PH3 binding to M(0), M(II): 1.823, 0.957 eV
Pd: elimination with PH3: -0.838 eV
Pd: d population in dialkyl, M(PH3): 9.09, 9.61 electrons
Pd: valence s population in dialkyl: 0.62 electrons
Pd: second-order spin-orbit scale zeta^2/orbital gap: 0.007 eV
Pd: translational T*DeltaS at 350 K, 1 atm: 0.552 eV
Pd: grid error in electron count, ligated dialkyl: -9.6e-05
Pt: promotion P, PBE0: -0.433 eV
Pt: intrinsic sum of two M-C bonds B: 6.015 eV
Pt: bare elimination to d10: 2.117 eV
Pt: bare elimination to lower atom state: 1.684 eV
Pt: PH3 binding to M(0), M(II): 3.178, 1.296 eV
Pt: elimination with PH3: 0.235 eV
Pt: d population in dialkyl, M(PH3): 8.88, 9.39 electrons
Pt: valence s population in dialkyl: 0.92 electrons
Pt: second-order spin-orbit scale zeta^2/orbital gap: 0.057 eV
Pt: translational T*DeltaS at 350 K, 1 atm: 0.555 eV
Pt: grid error in electron count, ligated dialkyl: -2.5e-04
Promotion part of Pt-Pd difference: 1.208 eV = 117 kJ/mol
Bond part of Pt-Pd difference: 0.880 eV
Bare Pt-Pd reaction-energy difference: 2.089 eV = 202 kJ/mol
Promotion share of bare difference: 0.58
Pt-Pd difference with PH3: 1.073 eV = 104 kJ/mol
Dirac-LDA promotion difference Pd-Pt: 1.456 eV
```
